# Airy-function transmission through a biased barrier and oscillations of the Fowler-Nordheim current, part 2

An electron tunnels from an emitter through an insulating film tilted by a field, travels on in the film's conduction band and is partly reflected at the collector face. In Hartree units, $\hbar=m_e=e=1$, with energies measured from the emitter band edge, the potential is

$$V=0\ (x<0),\qquad V=\Phi-Fx\ (0<x<d),\qquad V=-U\ (x>d),$$

with $U=Fd$ and masses $m_1,m_2,m_3$ in this order. The matching rule, an assumption of the model, keeps $\psi$ and $\psi_x/m$ continuous. Scattering and roughness are left out.

For energy $E$ of motion along $x$, the barrier ends at $x_t=(\Phi-E)/F$. The velocities are $v_1=\sqrt{2E/m_1}$ in the emitter, $v_2=\sqrt{2F(d-x_t)/m_2}$ in the film at $d$, and $v_3=\sqrt{2(E+U)/m_3}$ in the collector. Let $\alpha=(2m_2F)^{1/3}$, $z(x)=\alpha(x_t-x)$, $\zeta=-z(d)$ and $r_3=m_2v_3/\alpha$.

The exact transmission $T$ follows from matching Airy functions. For an opaque barrier $T\simeq T_sO$. The smooth emission factor is

$$T_s\simeq\frac{4\eta}{1+\eta^2}e^{-2\xi_0},$$

with $2\xi_0=4\sqrt{2m_2}(\Phi-E)^{3/2}/(3F)$ and $\eta=v_1m_2/\sqrt{2m_2(\Phi-E)}$. The interference factor is

$$O=\frac{1}{\pi(r_3y^2+y'^2/r_3)},\qquad y=\mathrm{Ai}(-\zeta),$$

where $y''=-\zeta y$. For large $\zeta$, with $\theta=\tfrac23\zeta^{3/2}$,

$$y\simeq\frac{\sin\varphi}{\sqrt\pi\,\zeta^{1/4}},\qquad y'\simeq\frac{\zeta^{1/4}\cos\varphi}{\sqrt\pi},\qquad \varphi=\theta+\frac\pi4 .$$

With $g=v_3/v_2=r_3/\sqrt\zeta$, $R=(g-1)/(g+1)$ and $\chi=2\theta+\pi/2$, this gives the round-trip (Fabry-Perot) form

$$O\simeq\frac{1-R^2}{1+R^2-2R\cos\chi}=\frac{1-R^2}{|1-Re^{i\chi}|^2}.$$

If the collector face were a hard wall, the well between it and the slope would have levels at $\zeta=a_n$, where $-a_n$ is the $n$th zero of $\mathrm{Ai}$. For $v_3>v_2$, $O$ has maxima there when only the thickness varies.

The example has $m_1=m_3=1$, $m_2=0.5$, Fermi energy $\mu=0.2$, $\Phi=0.32$, $d=80$ and $F=0.003$. At $E=\mu$, $x_t=40$, $2\xi_0=18.48$ and the estimate of $T_s$ is $1.886\times10^{-8}$.

**Q.** Does this interference raise the transmission on average?

**A.** Not at this order. With $X=Re^{i\chi}$,

$$\frac{1-|X|^2}{|1-X|^2}=\mathrm{Re}\,\frac{1+X}{1-X}=1+2\sum_{n=1}^\infty R^n\cos n\chi .$$

At fixed $R$ the mean over $\chi$ is one. The factor runs between $(1+R)/(1-R)=g$ and $1/g$, so interference redistributes transmission around $T_s$.

**Q.** Put in numbers. I suspect that the large-$\zeta$ form is poor for such a short path.

**A.** At $F=0.003$ and $E=\mu$ we have $\zeta=5.769$, $v_2=0.693$ and $v_3=0.938$. Then $g=1.354$ and $R=0.354/2.354=0.150$. The phase is $\chi=18.48+1.57=20.05$, which is $1.20$ beyond $6\pi$. The formula gives

$$O\simeq\frac{1-0.0226}{1+0.0226-0.301\cos1.20}=1.07 .$$

The Airy expression gives $1.09$. For biases from $0.20$ to $0.30$ the largest absolute error of this form is $0.032$ at $d=80$ and $0.007$ at $d=400$.

**Q.** You blame the velocity step at the collector. But the force also stops abruptly at $d$. Perhaps that kink is the cause.

**A.** The kink reflects too, though weakly. Remove the velocity step by setting $r_3=\sqrt\zeta$, so that $g=1$. Then $O=1/(\pi N)$ with $N=\sqrt\zeta\,y^2+y'^2/\sqrt\zeta$. Differentiate and use $y''=-\zeta y$. The two terms in $yy'$ cancel, leaving

$$\frac{dN}{d\zeta}=\frac1{2\zeta}\left(\sqrt\zeta\,y^2-\frac{y'^2}{\sqrt\zeta}\right)\simeq-\frac{\cos2\varphi}{2\pi\zeta}.$$

Since $d\varphi/d\zeta=\sqrt\zeta$ and $N\to1/\pi$ at large $\zeta$, integration to leading order gives

$$\pi N\simeq1-\frac{\sin2\varphi}{4\zeta^{3/2}} .$$

The kink alone leaves a ripple of amplitude $1/(4\zeta^{3/2})$, which is $0.018$ at $\zeta=5.769$. A thickness scan from $\zeta=4$ to $9$ tested this. Between its largest and smallest values $T/T_s$ varied by $0.85$ with the velocity step and by $0.05$ without it. In this example the step is the main cause.

**Q.** Can the step disappear by itself?

**A.** Yes, if the masses permit. At $E=\mu$, with $\phi=\Phi-\mu$, the condition $v_3=v_2$ reads $(\mu+U)/m_3=(U-\phi)/m_2$. Hence

$$U=\frac{m_2\mu+m_3\phi}{m_3-m_2},$$

which is $0.22/0.5=0.44$ here. Below this bias $R>0$. Above it $R<0$, and maxima and minima change places. For $m_2\ge m_3$ there is no such positive bias. This bias belongs to the matching rule adopted here. If wave numbers were matched instead of velocities, the step would not vanish at any positive bias for these masses.

**Q.** So far you have one electron energy. A current collects a whole Fermi sea, with many phases. Why doesn't the oscillation average out?

**A.** Tunnelling selects a narrow range of energies, and we can calculate how narrow. Take zero temperature and conserve the transverse wave vector $k_\parallel$. With two spin states and unit charge,

$$J=2\int\frac{d^3k}{(2\pi)^3}\,v_xT .$$

Let $E_x$ be the normal energy and $\varepsilon=k_\parallel^2/2m_1$ the transverse energy in the emitter. Then $v_xdk_x=dE_x$ and $d^2k_\parallel=2\pi m_1d\varepsilon$, so

$$J=\frac{m_1}{2\pi^2}\iint_{E_x+\varepsilon<\mu}T\,dE_x\,d\varepsilon .$$

I take two electrodes with the same Fermi energy above their band edges. Pauli blocking and return flow then concern emitter states more than $U$ below $\mu$, whose contribution is negligible here.

**Q.** The transverse mass changes at the interface. Doesn't that spoil a one-dimensional $T$?

**A.** It changes the barrier that each electron sees. In the film the transverse motion costs $k_\parallel^2/2m_2=\varepsilon m_1/m_2$. The total energy is $\mu-h$, with $h\ge0$ the depth below the Fermi level. At the emitter face the normal motion therefore lacks

$$\Phi+\varepsilon\frac{m_1}{m_2}-(\mu-h)=\phi+Y,\qquad Y=h+\frac{m_1}{m_2}\varepsilon .$$

The film sees $h$ and $\varepsilon$ through $Y$ alone. Expand the exponent of $T_s$ for small $Y$:

$$\frac{4\sqrt{2m_2}}{3F}(\phi+Y)^{3/2}\simeq\frac{4\sqrt{2m_2}}{3F}\phi^{3/2}+\frac Y\delta,\qquad \delta=\frac{F}{2\sqrt{2m_2\phi}} .$$

If $\delta$ is small compared with $\mu$ and $\phi$, the prefactor can be taken at $Y=0$ and the upper limits sent to infinity. The integral over $h$ gives $\delta$ and that over $\varepsilon$ gives $\delta m_2/m_1$. Since $\delta^2=F^2/(8m_2\phi)$,

$$J_{FN}=\frac{m_2\delta^2}{2\pi^2}T_s(\mu)=\frac{F^2}{16\pi^2\phi}\,\frac{4\eta}{1+\eta^2}\exp\left[-\frac{4\sqrt{2m_2}\,\phi^{3/2}}{3F}\right].$$

In the example $\delta=0.003/(2\times0.346)=0.0043$. The law gives $4.75\times10^{-7}\times1.886\times10^{-8}=8.96\times10^{-15}$. Let $J_s$ be the current computed with the full $T_s$ and no interference. It is $8.51\times10^{-15}$, which is 5% below the closed law. At $F=0.0006$ the difference is 1%.

**Q.** Now bring the interference back. Is the selected range narrow enough?

**A.** The kinetic energy at the collector face, on the film side, is $U-\phi-Y$. From $2\theta=\tfrac43\sqrt{2m_2}(U-\phi-Y)^{3/2}/F$, to first order in $Y$,

$$\chi(Y)\simeq\chi(0)-\frac{2\sqrt{2m_2(U-\phi)}}{F}Y=\chi(0)-\frac{sY}{\delta},\qquad s=\sqrt{\frac{U-\phi}{\phi}} .$$

The energy weight decays over $\delta$, and over that energy the phase moves by $s$. At fixed bias, a higher field (a thinner film) shortens the barrier and widens the energy range, but it makes the phase less sensitive to energy in the same proportion. Hence $s$ depends on the bias and not separately on the thickness.

Treat $R$ as constant over the energy range and average the $n$th harmonic. Each of the two integrals acquires a factor $1/(1+ins)$:

$$\frac{\langle e^{in\chi(Y)}\rangle}{e^{in\chi(0)}}=\frac{1}{(1+ins)^2}.$$

For $n=1$, $1+s^2=U/\phi$ and $1+is=\sqrt{1+s^2}\,e^{i\arctan s}$. Keeping the first harmonic,

$$\frac{J}{J_s}\simeq1+2R\,\frac{\phi}{U}\cos(\chi-2\arctan s),$$

with $\chi$ and $R$ at the Fermi energy and normal incidence. The oscillation survives, reduced by the factor $\phi/U$ and delayed in phase. The delay arises because the electrons that carry the current have, on average, less kinetic energy of normal motion in the film than an electron at the Fermi energy and normal incidence. They lie below the Fermi level, and part of their energy is transverse. Each of these two causes contributes $\arctan s$.

**Q.** How far do you trust those expansions?

**A.** They are leading order in $F$ at fixed $U$. The next term in the exponent is proportional to $Y^2/F$, and $Y$ is of order $\delta\propto F$, so the correction is of order $F$. The quadratic term in the phase and the variation of $R$ also give corrections of order $F$.

I tested the law, with its higher harmonics included, against direct quadrature of the exact transmission. For $U$ between $0.20$ and $0.30$ the largest error in $J/J_s$ is $0.041$ at $d=80$ and $0.008$ at $d=400$. Near the onset $U=\phi$ the path in the film is short, and the large-$\zeta$ form is not justified.

All of this holds at zero temperature, which requires $k_BT$ well below $\delta$. At 300 K, $k_BT=0.00095$. For $d=80$ and $F=0.003$ this is $0.22\,\delta$: the current rises by about 8%, the maxima of $J/J_s$ move down by about $10^{-5}$ in $F$, and their heights drop slightly. For $d=400$ and $F=0.0006$ it is $1.1\,\delta$. Thermally excited electrons then carry the current, and the oscillation almost disappears. The zero-temperature current there is only about $6\times10^{-34}$ A/cm$^2$, so the thick case tests the expansion and is not an observable regime.

**Q.** At $F=0.003$ you should then find a smaller enhancement in the current than in the transmission.

**A.** The opposite happens at this field. The transmission ratio at $\mu$ is $1.09$, while quadrature gives $J/J_s=1.16$. The phase delay accounts for it. Here $U=0.24$, so $s=1$, $\phi/U=0.5$ and the delay is $1.57$. The first harmonic of the current is

$$2(0.150)(0.5)\cos(1.20-1.57)=0.14 .$$

The second adds about $0.01$, which makes $1.15$. The amplitude is halved, but this field lies near a maximum of $J/J_s$ and well past one of $T/T_s$.

**Q.** A shifted maximum is something I could see in a field sweep. How large is the shift?

**A.** For $T/T_s$ at the Fermi energy, the maxima labelled $n=2,3,4$ fall at $F=0.002421$, $0.002905$ and $0.003429$. They agree with the zeros of $\mathrm{Ai}$ to all the digits given. For $J/J_s$ they fall at $0.00251$, $0.00302$ and $0.00358$. The delayed-phase condition $\chi-2\arctan s=2\pi n$ predicts $0.00252$, $0.00303$ and $0.00358$. Reading quasi-level energies directly from the maxima of $J/J_s$ would therefore introduce a systematic error.

The heights of the three maxima are $1.63$, $1.39$ and $1.24$ in $T/T_s$, and $1.32$, $1.17$ and $1.09$ in $J/J_s$. Both sets fall with field in this range, since $v_3/v_2$ approaches one. In the current the factor $\phi/U$ falls as well.

**Q.** Would I see bumps in the measured current itself?

**A.** Not near $F=0.003$ in this example. Compare logarithmic slopes. For the smooth law,

$$\frac{d\ln J_{FN}}{dF}\simeq\frac2F+\frac{18.48}{F}\simeq6800 .$$

For the oscillation, $2\theta\propto(Fd-\phi)^{3/2}/F$ gives

$$\frac{d(2\theta)}{dF}=\frac{2\theta}{F}\left[\frac{3U}{2(U-\phi)}-1\right]=\frac{18.48}{0.003}\times2\simeq12300 .$$

Multiplied by the amplitude $0.15$, this is about $1800$. This is a rough figure: by quadrature, the slope of $\ln(J/J_s)$ for $F$ between $0.00275$ and $0.00325$ runs from about $-1500$ to $+2600$, still well below $6800$ in size. The current keeps rising, and the oscillation changes only how fast it rises. It becomes visible when the smooth law is divided out, or as a wave on the nearly straight plot of $\ln(J/F^2)$ against $1/F$. At $F=0.003$, which is $1.54$ V/nm, the computed current density is $2.3$ A/cm$^2$. Good silicon dioxide films typically break down at fields of the order of $1$ V/nm, so this example illustrates the mechanism and is not a recommended operating point. A real film may fail before it reaches the fields used here.

**Q.** And in a real film, what would remove it?

**A.** Anything that spoils the phase of the round trip. The electron must stay coherent over $2(d-x_t)=80$ bohr here, and scattering in the film works against that. A collector face that is gradual on the scale of the wavelength has no abrupt velocity step, so the value of $R$ used here doesn't apply.

Uneven thickness also matters. At fixed bias, $2\theta\propto1/F\propto d$. A change $\Delta d$ then shifts the phase by $18.48\,\Delta d/80$, and half a cycle corresponds to about $14$ bohr. Near this bias, areas whose thicknesses differ by that much oscillate with roughly opposite signs (the phase offset changes with $U$), but they don't cancel. The emission exponent is also $18.48$ here and also proportional to $d$, so it changes by $\pi$ too. This alone gives the thinner area $e^\pi\approx23$ times the current density; the prefactor and the oscillation modify that number. If the two areas are equally large, the total follows the thinner one. A continuous spread of thicknesses mixes the phases, and per unit area the thinner parts count more. These effects lie outside the model, so its amplitudes are not a prediction for a particular film. The remaining values are in the numerical output.

## Computed results

```
masses m1, m2, m3 (electron masses): 1.0 0.5 1.0
mu, phi, top (hartree): 0.2 0.12 0.32
thickness d (bohr): 80
field F (a.u.): 0.003  = 1.5427 V/nm
bias U (hartree): 0.240
turning point (bohr): 40.00
alpha (1/bohr): 0.14422
z(0), z(d) (no unit): 5.7690 -5.7690
v1 (a.u.): 0.6325
v2 at d (a.u.): 0.6928
v3 (a.u.): 0.9381
R (no unit): 0.1504
phase 2theta+pi/2 (rad): 20.0460
exact T at mu: 2.06570e-08
smooth Ts at mu: 1.89499e-08, asymptotic: 1.88602e-08
O from Airy: 1.09009, Fabry-Perot: 1.07095
energy width delta (hartree): 0.00433
s: 1.0000, damping phi/U: 0.5000
phase lag 2 arctan s (rad): 1.5708
J (a.u.): 9.9123e-15  = 2.3446 A/cm^2
smooth Js (a.u.): 8.5116e-15, closed J_FN: 8.9575e-15
J/Js: 1.1646, averaged law: 1.1491
well levels (hartree): 0.12863 0.16503 0.19483
T/Ts peaks in E (hartree): 0.12868 0.16508 0.19488
n=2: Airy zero a_n 4.0879
  T/Ts peak F (a.u.): Airy 0.002421, found 0.002421
  J/Js peak F (a.u.): law 0.002523, found 0.002513
  peak heights T/Ts, J/Js: 1.6306 1.3239
n=3: Airy zero a_n 5.5206
  T/Ts peak F (a.u.): Airy 0.002905, found 0.002905
  J/Js peak F (a.u.): law 0.003031, found 0.003023
  peak heights T/Ts, J/Js: 1.3857 1.1722
n=4: Airy zero a_n 6.7867
  T/Ts peak F (a.u.): Airy 0.003429, found 0.003429
  J/Js peak F (a.u.): law 0.003581, found 0.003576
  peak heights T/Ts, J/Js: 1.2390 1.0930
field (a.u.), J (A/cm^2), J/Js, law:
  0.0024 1.1974e-02 0.9329 0.9629
  0.0026 1.0162e-01 1.1454 1.1147
  0.0028 3.7569e-01 0.7990 0.8237
  0.0030 2.3446e+00 1.1646 1.1491
  0.0032 6.9212e+00 0.9553 0.9529
  0.0034 2.1212e+01 0.9392 0.9547
swing of T/Ts, with step: 0.8479
swing of T/Ts, no velocity step: 0.0474
ripple times 4 zeta^1.5, maximum: 1.0048
largest relative error, Airy vs ODE: 2.1e-10
Fabry-Perot error, d=80, 400: 0.0320 0.0067
current-law error, d=80, 400: 0.0414 0.0081
Js/J_FN at F=0.003, 0.0006: 0.9502 0.9894
```
